The Breit-Wheeler Cross Section and Its Maximum

**Q:** You say that two photons can turn into an electron and a positron, and that the cross section can be had in closed form. What precisely is being calculated?

**A:** The total cross section at lowest order in quantum electrodynamics, averaged over independent photon polarizations and summed over lepton spins. The leptons are free.

I use atomic units, so ħ, the electron mass and the elementary charge are 1, and c = 1/α ≈ 137. Four-momenta are wave vectors p = (E/c, **p**), with metric (+,−,−,−). An electron or positron then has p² = c², and a photon k² = 0. The classical electron radius is r_e = 1/c².

Let k₁ + k₂ = p + q, with p the electron and q the positron. Two invariants suffice:

A = p·k₁, B = p·k₂.

Squaring p − k₁ = k₂ − q gives c² − 2A = c² − 2q·k₂, so q·k₂ = A. Likewise q·k₁ = B. Multiplying momentum conservation by p gives A + B = c² + p·q. Finally s = (k₁+k₂)² = 2k₁·k₂ equals (p+q)² = 2c² + 2p·q. Hence

p·q = A + B − c², k₁·k₂ = A + B.

**Q:** Which amplitude do you use, and why two terms?

**A:** Either photon may attach next to the outgoing electron, and the two orderings cannot be told apart, so their amplitudes add. With r₁ = p − k₁ and r₂ = p − k₂, the propagator denominators are r₁² − c² = −2A and r₂² − c² = −2B. Up to an overall phase,

M = g² ū(p)[ε̸₁(r̸₁+c)ε̸₂/(−2A) + ε̸₂(r̸₂+c)ε̸₁/(−2B)]v(q).

Here g² = 4πα = 4π/c, and the spinors are normalized to ūu = 2c, v̄v = −2c.

**Q:** Photons have two transverse polarizations. Summing over them looks awkward in a covariant calculation.

**A:** Gauge invariance removes the difficulty. Replace ε₁ by k₁. In the first term write k̸₁ = (p̸−c) − (r̸₁−c). Since ū(p̸−c) = 0 and (r̸₁−c)(r̸₁+c) = r₁² − c², that term becomes −g²ūε̸₂v. In the second term r₂ = k₁ − q, so k̸₁ = (r̸₂−c) + (q̸+c). Since (q̸+c)v = 0, it becomes +g²ūε̸₂v. The sum vanishes for any vector ε₂, and by symmetry the same holds with the photons exchanged.

Now write M = ε_μM^μ for a photon moving along z. The identity k_μM^μ = 0 says M⁰ = M³, so

|M¹|² + |M²|² = |M¹|² + |M²|² + |M³|² − |M⁰|² = −g_μν M^μM^ν*.

Each polarization sum may therefore be replaced by −g_μν. There are two photons, so the two minus signs cancel.

**Q:** Then show me the traces, including the interference.

**A:** The spin sums are Σuū = p̸+c and Σvv̄ = q̸−c. They give

Σ|M|² = g⁴[T₁₁/(4A²) + T₂₂/(4B²) + 2T₁₂/(4AB)].

Moving one gamma matrix through the others with the anticommutator gives

γ^μa̸γ_μ = −2a̸,
γ^μa̸b̸γ_μ = 4a·b,
γ^μa̸b̸d̸γ_μ = −2d̸b̸a̸.

The direct trace, with r = r₁, is

T₁₁ = Tr[(p̸+c)γ^μ(r̸+c)γ^ν(q̸−c)γ_ν(r̸+c)γ_μ]
= 4Tr[(p̸−2c)(r̸+c)(q̸+2c)(r̸+c)],

because the contractions give −2(p̸−2c) and −2(q̸+2c). Using r̸q̸r̸ = 2(r·q)r̸ − r²q̸, the last three factors multiply to

[2(r·q)+4c²]r̸ + (c²−r²)q̸ + 2c(r·q) + 2cr² + 2c³.

A trace of an odd number of gamma matrices vanishes, and Tr a̸b̸ = 4a·b. So

T₁₁/16 = 2(r·q)(p·r) + (c²−r²)p·q + 4c²p·r − 4c²r·q − 4c²r² − 4c⁴.

Insert p·r = c²−A, r·q = A−c² and r² = c²−2A:

T₁₁/16 = −2(A−c²)² + 2A(A+B−c²) + 4c²(c²−A) − 4c²(A−c²) − 4c²(c²−2A) − 4c⁴
= 2AB + 2c²A − 2c⁴.

Thus T₁₁ = 32(AB+c²A−c⁴), and T₂₂ follows by exchanging A and B.

The interference trace is

T₁₂ = Tr[(p̸+c)γ^μ(r̸₁+c)γ^ν(q̸−c)γ_μ(r̸₂+c)γ_ν].

The contraction over μ gives

γ^μ(r̸₁+c)γ^ν(q̸−c)γ_μ = −2q̸γ^νr̸₁ + 4c(q−r₁)^ν + 2c²γ^ν.

Multiplying by (r̸₂+c)γ_ν and contracting over ν gives

−8(r₁·r₂)q̸ + 4cq̸r̸₁ + 4c(r̸₂+c)(q̸−r̸₁) − 4c²r̸₂ + 8c³.

The trace with p̸+c is therefore

T₁₂/4 = −8(r₁·r₂)(p·q) + 4c²q·r₁ + 4c²(p+r₂)·(q−r₁) − 4c²p·r₂ + 8c⁴.

The products are r₁·r₂ = c²−A−B+k₁·k₂ = c², q·r₁ = A−c², q·r₂ = B−c², p·r₁ = c²−A and p·r₂ = c²−B. They give (p+r₂)·(q−r₁) = 2A+2B−4c². Hence

T₁₂/4 = −8c²(A+B−c²) + 4c²(A−c²) + 4c²(2A+2B−4c²) − 4c²(c²−B) + 8c⁴
= 4c²(A+B) − 8c⁴.

So T₁₂ = 16[c²(A+B)−2c⁴]. There are four initial polarization states, hence a factor 1/4:

¼Σ|M|² = 2g⁴[A/B + B/A + 2c²(1/A+1/B) − c⁴(1/A+1/B)²].

**Q:** A squared amplitude is not an area. Where do the flux and the final states enter?

**A:** Work in the centre-of-momentum frame, where each particle has time component K. Then s = 4K². The lepton wave number is P = βK, where β is its speed divided by that of light, and K² = P² + c² gives

c² = K²(1−β²).

The invariant flux factor is 4k₁·k₂ = 2s. After momentum conservation has removed one integral, the two-body phase space is

dΦ = [dΩ/(4π²)] ∫ P²dP/(4e²) δ(2K−2e), e² = P²+c².

Since P dP = e de, and the delta function contributes 1/2, the integral is P/(8e) = β/8. Thus dΦ = β dΩ/(32π²), and

dσ/dΩ = β(¼Σ|M|²)/(64π²s).

**Q:** A misplaced factor of two would survive all that.

**A:** The coupling and normalization can be checked against a different process. Turning one incoming photon into an outgoing one, and the positron into an incoming electron, makes the same amplitude describe photon scattering. At low frequency this must give the Thomson cross section σ_T = 8πr_e²/3. Summing explicit spinor amplitudes at photon wave number 10⁻⁴c gives 0.9998 σ_T. The factor β in the phase space is tested separately by counting pair states. The numerical check makes both checks.

**Q:** Now put in the angle. Where do the leptons go?

**A:** Let x be the cosine of the angle between the electron and photon 1. Then

A = K²(1−βx), B = K²(1+βx).

With Δ = 1−β²x²,

1/A + 1/B = 2/(K²Δ),
A/B + B/A = [(1−βx)²+(1+βx)²]/Δ = 2(1+β²x²)/Δ.

Substituting c² = K²(1−β²) gives

¼Σ|M|² = 4g⁴{(1+β²x²)/Δ + 2(1−β²)/Δ − 2(1−β²)²/Δ²}.

The prefactor in dσ/dΩ is β·4·(16π²/c²)/(256π²K²) = β/(4c²K²) = β(1−β²)/(4c⁴). Therefore

dσ/dΩ = (r_e²/4)β(1−β²){(1+β²x²)/Δ + 2(1−β²)/Δ − 2(1−β²)²/Δ²}.

At threshold the braces equal 1+2−2 = 1, and the pair emerges isotropically. Along the photon axis, x = ±1, they equal (1+β²)/(1−β²), which grows without bound as β → 1. At x = 0 they tend to 1. Fast pairs therefore favour the photon directions.

**Q:** Do you integrate over a hemisphere or the whole sphere?

**A:** The whole sphere, because an electron and a positron are distinguishable. Let L = ln[(1+β)/(1−β)]. Partial fractions give

∫₋₁¹ dx/Δ = ½∫₋₁¹ [1/(1−βx)+1/(1+βx)]dx = L/β.

For the squared denominator,

d(x/Δ)/dx = 1/Δ + 2β²x²/Δ² = 2/Δ² − 1/Δ,

since β²x² = 1−Δ. Integrating between −1 and 1 gives

∫₋₁¹ dx/Δ² = 1/(1−β²) + L/(2β).

Also (1+β²x²)/Δ = 2/Δ − 1. Calling the integral of the braces G,

G = 2L/β − 2 + 2(1−β²)L/β − 2(1−β²) − (1−β²)²L/β
= (3−β⁴)L/β − 2(2−β²).

The azimuth supplies 2π, so σ = (πr_e²/2)β(1−β²)G, or

σ = (πr_e²/2)(1−β²)[(3−β⁴) ln((1+β)/(1−β)) − 2β(2−β²)].

This is the Breit-Wheeler cross section.

**Q:** Does it behave sensibly at the ends, and can I trust it right down to threshold?

**A:** For small β, L ≈ 2β, so G → 6−4 = 2 and

σ → πr_e²β.

The vanishing comes from the phase space. For β → 1, write L = ln[(1+β)²/(1−β²)]. The square bracket tends to 2L−2, and

σ → πr_e²(1−β²)[ln(4/(1−β²))−1].

Since 1−β² = 4c²/s, the cross section falls as 1/s times a logarithm.

The tree result does fail close to threshold, because it omits the Coulomb attraction within the pair. At a separation 1/P the attraction has size P ≈ βc, while the pair's kinetic energy is P² ≈ β²c². Their ratio is 1/(βc) = α/β. The tree formula needs this to be small. For slow pairs the attraction raises the probability of finding the two particles at the same point by the factor z/(1−e^(−z)), with z = πα/β, and the cross section rises with it. This factor is 1.58 at β = πα ≈ 0.023 and still 1.12 at β = 0.1. As β → 0 it tends to z, so the corrected cross section approaches the finite value π²αr_e² ≈ 0.072r_e² instead of zero. At larger β the tree result itself rises above the linear law, by about 4% at β = 0.2. The linear law is therefore the leading behaviour for α ≪ β ≪ 1. With both effects counted, however, the cross section stays about 10% or more above it for all speeds up to β = 0.4.

**Q:** If the tree-level σ vanishes at both ends, it has a maximum somewhere. What sets its position?

**A:** The factor β(1−β²) is phase space times the fall of 1/s. Its derivative is 1−3β², so alone it would peak at β = 1/√3 ≈ 0.577. The angular integral G pushes the peak higher. To see this, use L = 2Σβ^(2n+1)/(2n+1), summed from n = 0. For n ≥ 2, the coefficient of β^(2n) in G is

6/(2n+1) − 2/(2n−3) = 4(2n−5)/[(2n+1)(2n−3)].

Thus G = 2 + 4β² − (4/5)β⁴ + terms with positive coefficients. Its derivative is at least 8β − (16/5)β³, which is positive for 0 < β < 1. Up to 1/√3 both factors grow, so the maximum lies above that speed.

**Q:** "Above 0.577" is not a location, and there might be several maxima.

**A:** Differentiate f = (1−β²)[(3−β⁴)L−4β+2β³], using dL/dβ = 2/(1−β²):

f′ = −2β[(3−β⁴)L−4β+2β³] + (1−β²)[−4β³L−4+6β²] + 2(3−β⁴).

The coefficient of L is −6β−4β³+6β⁵. The remaining terms add to 2+18β²−12β⁴. Hence

f′ = 2(N−DL),
N = 1+9β²−6β⁴,
D = β(3+2β²−3β⁴).

D is positive on 0 < β < 1, because 3+2β²−3β⁴ = 3(1−β⁴)+2β². A stationary point therefore requires h = L−N/D to vanish.

To count its zeros, set y = β², with primes still meaning d/dβ. Then N′ = 18β−24β³ and D′ = 3+6β²−15β⁴, so

N′D = 54y − 36y² − 102y³ + 72y⁴,
ND′ = 3 + 33y + 21y² − 171y³ + 90y⁴,
N′D−ND′ = −3 + 21y − 57y² + 69y³ − 18y⁴.

The derivative is h′ = [2D² − (1−y)(N′D−ND′)]/[(1−y)D²]. The two parts of its numerator are

2D² = 18y + 24y² − 28y³ − 24y⁴ + 18y⁵,
(1−y)(N′D−ND′) = −3 + 24y − 78y² + 126y³ − 87y⁴ + 18y⁵.

Their difference is

3 − 6y + 102y² − 154y³ + 63y⁴ = 3(1−y)² + y²(63y²−154y+99).

The last quadratic has discriminant 154²−4·63·99 = −1232, so it is positive everywhere. Therefore h increases throughout the interval. Near β = 0, N/D ≈ 1/(3β) and h → −∞. Near β = 1, N/D → 2 while L → ∞. There is exactly one zero, and f′ = −2Dh changes there from positive to negative. It is the single maximum.

**Q:** So where is it, and how high?

**A:** Solving L = N/D numerically gives β = 0.7013, with 1−β² = 0.5082 and L = 1.7398. The square bracket in σ is then 2.6831, so

σ_max = (π/2)(0.5082)(2.6831)r_e² ≈ 2.142r_e².

Dividing by σ_T = (8π/3)r_e² ≈ 8.378r_e² gives 0.256. The maximum is thus about 0.26 σ_T at β ≈ 0.70. With r_e = 2.818×10⁻⁵ Å, it is 1.70×10⁻⁹ Å², or 6.07×10⁻⁹ a₀². A separate search using the summed spinor amplitudes finds the same β.

The extra digits locate the maximum of the tree formula. They do not include radiative corrections.

**Q:** In practice the photons will not have equal energies. What happens when one is very soft?

**A:** The invariant s takes care of that. For photon energies ω₁ and ω₂ whose directions differ by an angle χ,

s = 2ω₁ω₂(1−cosχ)/c².

Equating this to 4K² = 4c²/(1−β²) gives

1−β² = 2c⁴/[ω₁ω₂(1−cosχ)].

Here β is still the speed in the centre-of-momentum frame, and c⁴ is the square of the electron rest energy, 510 999 eV.

Take a soft photon of 1 eV meeting a hard one head-on, so 1−cosχ = 2. Threshold is at β = 0, where the hard photon has energy

(510 999 eV)²/(1 eV) = 2.611×10¹¹ eV.

The cross section peaks at 2.611×10¹¹/0.5082 ≈ 5.14×10¹¹ eV, about twice the threshold energy.

**Q:** Suppose the hard photon has 10¹² eV. Is a head-on meeting then the most favourable?

**A:** It has the smaller cross section of the two cases I compare here, head-on and right-angle incidence. Head-on,

1−β² = 2.611×10¹¹/10¹² = 0.2611, β = 0.860, σ = 1.36×10⁻⁹ Å² = 0.204σ_T.

This is beyond the peak. At a right angle, 1−cosχ = 1 and s is halved:

1−β² = 0.5222, β = 0.691, σ = 1.70×10⁻⁹ Å² = 0.255σ_T.

This lies almost at the maximum.

The reaction rate orders the two cases differently. Dividing the flux factor 4k₁·k₂ by the product of the normalizations 2ω₁/c and 2ω₂/c leaves 1−cosχ. For photon densities n₁ and n₂, the rate per unit volume is therefore

n₁n₂cσ(1−cosχ).

The comparison is 2×0.204 = 0.408 head-on against 0.255 at a right angle, both in units of n₁n₂cσ_T. At equal densities the head-on beams still produce more pairs, because the larger flux factor outweighs the smaller cross section.

Computed results

```
speed of light c = 137.035999 atomic units
electron rest energy = 510998.95 eV
classical electron radius = 2.817940e-05 angstrom
Thomson cross section = 6.652459e-09 angstrom^2
crossed amplitude / Thomson, photon 1e-4 c: 0.999800
largest relative error of sigma formula: 1.1e-15
sigma / high-energy limit at 1-beta^2=1e-4: 1.000100
Coulomb scale pi*alpha = 0.02293 (in beta)
beta=0.10: sigma/sigma_T=0.03787, G=2.0399
beta=0.30: sigma/sigma_T=0.12048, G=2.3537
beta=0.50: sigma/sigma_T=0.20773, G=2.9543
beta=0.70: sigma/sigma_T=0.25564, G=3.8190
beta=0.90: sigma/sigma_T=0.16956, G=5.2883
beta=0.99: sigma/sigma_T=0.03274, G=8.8644
peak of beta(1-beta^2) at beta = 0.57735
discriminant of 63y^2-154y+99 = -1232
peak beta, stationary equation = 0.701317
peak beta, search on spinor sums = 0.701317
1 - beta^2 at peak = 0.508155
logarithm L at peak = 1.739773
square bracket at peak = 2.683061
angular integral G at peak = 3.825749
peak sigma / r_e^2 = 2.141641
peak sigma / sigma_T = 0.255640
peak sigma = 1.700632e-09 angstrom^2
peak sigma = 6.073066e-09 a0^2
CM photon energy at peak = 716839.4 eV
soft photon energy = 1.0 eV
head-on threshold, hard photon = 2.61120e+11 eV
head-on peak, hard photon = 5.13859e+11 eV
chosen hard photon energy = 1.0e+12 eV
head-on: 1-beta^2 = 0.261120, beta = 0.859581
head-on: sigma = 1.35882e-09 angstrom^2
head-on: sigma/sigma_T = 0.20426
right angle: 1-beta^2 = 0.522240, beta = 0.691202
right angle: sigma = 1.69954e-09 angstrom^2
right angle: sigma/sigma_T = 0.25548
```
